# PAW Stress at Fixed Plane-Wave Coefficients: Where One-Centre Energies Enter, part 1

(Sections cited here and not found follow in the second part.)

## First half: the strained projections and their weights

**Q:** A PAW energy contains one-centre energies, computed on radial grids inside atomic spheres. These grids do not deform with the crystal. Can one-centre energies contribute to the stress at all?

**A:** They can, because the occupation of the partial waves inside the spheres changes. To see this, the functional is needed. Hartree atomic units are used, and electron density counts as positive charge, so a nucleus has charge $-Z$ and the electrostatic potential is the potential energy of an electron. For atoms without a frozen core, in a local exchange approximation,

$$E=\sum_n f_n\langle\tilde\psi_n|-\tfrac12\nabla^2|\tilde\psi_n\rangle+E_H[\tilde\rho]+E_x[\tilde n]+\sum_a\Delta E^a(\rho^a).\tag{1}$$

Here $n$ runs over bands and k points, $f_n$ are fixed occupations including k-point weights, and $\tilde n=\sum_n f_n|\tilde\psi_n|^2$. The projections and the one-centre density matrix are

$$P^a_{ni}=\langle p^a_i|\tilde\psi_n\rangle,\qquad \rho^a_{ij}=\sum_n f_n P^{a*}_{ni}P^a_{nj}.\tag{2}$$

The projectors $p_i$ are dual to smooth partial waves $\tilde\phi_i$, which join the full partial waves $\phi_i$ at the sphere radius $r_c$. The smooth charge is

$$\tilde\rho(\mathbf r)=\tilde n(\mathbf r)+\sum_a Q^a g(\mathbf r-\mathbf R_a),\qquad Q^a=\sum_{ij}\rho^a_{ij}q_{ij}-Z,\tag{3}$$

where $g$ is a fixed spherical shape inside the sphere with $\int g=1$, and

$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle .$$

This choice of $Q^a$ gives the smooth sphere the same total charge as the true one. For s-type partial waves, whose sphere densities are spherical, that suffices to make the electrostatic potentials outside agree.

**Q:** What is inside $\Delta E^a$? A hidden dependence on the cell would spoil the argument.

**A:** Write $n^1=\sum\rho_{ij}\phi_i^*\phi_j$ and $\tilde n^1=\sum\rho_{ij}\tilde\phi_i^*\tilde\phi_j$ for the sphere densities, $t_{ij}$ for the kinetic matrix of the $\phi_i$ minus that of the $\tilde\phi_i$, and $(u|v)=\iint u(\mathbf r)v(\mathbf r')/|\mathbf r-\mathbf r'|$. Then

$$\Delta E=\sum_{ij}\rho_{ij}t_{ij}+\tfrac12(n^1|n^1)-Z\!\int\!\frac{n^1}{r}-\tfrac12(\tilde n^1+Qg|\tilde n^1+Qg)+E_x[n^1]-E_x[\tilde n^1],$$

with all integrals taken inside one sphere. The partial waves, $g$ and $r_c$ are data of the atom. Neither the lattice vectors nor the positions of other atoms appear. The cell can therefore act on $\Delta E$ through $\rho_{ij}$ alone, and by (2) this means through the projections:

$$\frac{\partial\Delta E^a}{\partial\varepsilon_{\alpha\beta}}=\sum_{ij}\frac{\partial\Delta E^a}{\partial\rho^a_{ij}}\frac{\partial\rho^a_{ij}}{\partial\varepsilon_{\alpha\beta}}.\tag{4}$$

The premise is that the atomic data are kept rigid. It is part of the definition of the functional.

**Q:** What exactly is strained, and what is held fixed?

**A:** Every lattice vector and every atomic position is multiplied by $1+\varepsilon$, so the atoms keep their fractional coordinates. The smooth orbitals are

$$\tilde\psi_n(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G,\tag{5}$$

with $\Omega$ the cell volume. The integer labels of the $\mathbf G$ and the fractional coordinates of $\mathbf k$ are fixed, so the list of plane waves does not change. The phase at a point that moves with the lattice is constant: $\mathbf q'\cdot(1+\varepsilon)\mathbf r=\mathbf q\cdot\mathbf r$ for every $\mathbf r$. Hence $\mathbf q'=[(1+\varepsilon)^{T}]^{-1}\mathbf q$, which to first order is

$$q'_\gamma=q_\gamma-\sum_\alpha\varepsilon_{\alpha\gamma}q_\alpha .$$

The determinant of $1+\varepsilon$ is $1+\mathrm{tr}\,\varepsilon$ to the same order. Therefore

$$\frac{\partial\Omega}{\partial\varepsilon_{\alpha\beta}}=\Omega\,\delta_{\alpha\beta},\qquad \frac{\partial q_\gamma}{\partial\varepsilon_{\alpha\beta}}=-\delta_{\gamma\beta}\,q_\alpha,\qquad \frac{\partial F(\mathbf q)}{\partial\varepsilon_{\alpha\beta}}=-q_\alpha\frac{\partial F}{\partial q_\beta}.\tag{6}$$

The last relation is the chain rule for any function $F$ whose form does not change with the cell. Phases such as $\mathbf q\cdot\mathbf R_a$ are invariant.

**Q:** If the coefficients are frozen, the orbital merely stretches with the crystal. Why should its projections change?

**A:** The orbital stretches and the projector does not. In terms of the transform $p_i(\mathbf q)=\int p_i(\mathbf s)e^{-i\mathbf q\cdot\mathbf s}d^3s$, the projection of one plane wave on a projector centred at $\mathbf R_a$ is found by the substitution $\mathbf r=\mathbf R_a+\mathbf s$:

$$\int p_i^*(\mathbf r-\mathbf R_a)e^{i\mathbf q\cdot\mathbf r}d^3r=e^{i\mathbf q\cdot\mathbf R_a}p_i^*(\mathbf q).$$

Summing over plane waves gives

$$P^a_{ni}=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}\,e^{i\mathbf q\cdot\mathbf R_a}\,p_i^*(\mathbf q).\tag{7}$$

There are two strained factors. The first gives $\partial\Omega^{-1/2}/\partial\varepsilon_{\alpha\beta}=-\tfrac12\delta_{\alpha\beta}\Omega^{-1/2}$. The second follows (6). So

$$\left.\frac{\partial P^a_{ni}}{\partial\varepsilon_{\alpha\beta}}\right|_c=-\tfrac12\delta_{\alpha\beta}P^a_{ni}-\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}\,e^{i\mathbf q\cdot\mathbf R_a}\,q_\alpha\frac{\partial p_i^*(\mathbf q)}{\partial q_\beta}.\tag{8}$$

**Q:** I would like to see that second term without Fourier transforms.

**A:** The stretched orbital takes the value $\det(1+\varepsilon)^{-1/2}\,\tilde\psi(\mathbf R_a+(1+\varepsilon)^{-1}\mathbf s)$ at distance $\mathbf s$ from the displaced atom, where $\mathbf R_a$ is the old position. To first order $(1+\varepsilon)^{-1}\mathbf s=\mathbf s-\varepsilon\mathbf s$, and a Taylor expansion gives

$$\frac{\partial P_i}{\partial\varepsilon_{\alpha\beta}}=-\tfrac12\delta_{\alpha\beta}P_i-\int p_i^*(\mathbf s)\,s_\beta\,\partial_\alpha\tilde\psi(\mathbf R_a+\mathbf s)\,d^3s .$$

For a plane wave, $\partial_\alpha$ yields $iq_\alpha$, and a factor $s_\beta$ under the integral is $-i\,\partial/\partial q_\beta$ acting on $p_i^*(\mathbf q)$. The product of $i$ and $-i$ is 1, and (8) returns.

Two limits show what the terms do. If $\tilde\psi$ is nearly constant over the sphere, an s projection keeps only the first term: the amplitude of a normalised orbital falls as $\Omega^{-1/2}$. A p-type projector along $z$ measures, for a slowly varying orbital, the derivative $\partial_z\tilde\psi$. Its transform is proportional to $q_z$ at small $q$, so for $\varepsilon_{zz}$ the second term adds $-P$ to the first term's $-\tfrac12P$. This is the reduction of a gradient when the function is stretched along $z$.

**Q:** The frozen orbitals are no longer the solution in the strained cell. The true coefficients relax. Where is their response?

**A:** It can be eliminated, but a term remains. PAW orbitals satisfy $\langle\tilde\psi_n|S|\tilde\psi_m\rangle=\delta_{nm}$ with $S=1+\sum_a\sum_{ij}|p^a_i\rangle q_{ij}\langle p^a_j|$. In the plane-wave basis $S$ is a matrix, and the self-consistent equations are

$$Hc_n=e_nSc_n,\qquad \frac{\partial E}{\partial c_n^{*}}=f_nHc_n.\tag{9}$$

Let $\dot c_n$ be the response of the coefficients to one strain component, and let a dot on $S$ denote its derivative at fixed $c$. The total derivative of the energy is

$$\frac{dE}{d\varepsilon}=\left.\frac{\partial E}{\partial\varepsilon}\right|_c+\sum_nf_n\left(\dot c_n^\dagger Hc_n+c_n^\dagger H\dot c_n\right)
=\left.\frac{\partial E}{\partial\varepsilon}\right|_c+\sum_nf_ne_n\left(\dot c_n^\dagger Sc_n+c_n^\dagger S\dot c_n\right).$$

The normalisation $c_n^\dagger Sc_n=1$ holds at every strain. Its derivative is

$$\dot c_n^\dagger Sc_n+c_n^\dagger S\dot c_n+c_n^\dagger\dot Sc_n=0 .$$

The bracket can therefore be replaced, and the unknown response disappears:

$$\frac{dE}{d\varepsilon}=\left.\frac{\partial E}{\partial\varepsilon}\right|_c-\sum_nf_ne_n\,c_n^\dagger\dot S\,c_n.\tag{10}$$

**Q:** What is $\dot S$ in this basis?

**A:** The unit operator contributes $\sum_{\mathbf G}|c_{n\mathbf G}|^2$, which is fixed. The rest is a quadratic form in the projections. Because $q_{ij}$ is Hermitian, the two product-rule terms are complex conjugates of each other, so

$$c_n^\dagger\dot Sc_n=\sum_a\sum_{ij}q_{ij}\,2\,\mathrm{Re}\!\left[P^{a*}_{ni}\frac{\partial P^a_{nj}}{\partial\varepsilon_{\alpha\beta}}\right].\tag{11}$$

This is the source of $-e_nq_{ij}$. It comes from the orthonormality condition, not from a one-centre energy. It is needed because freezing the coefficients preserves $\langle\tilde\psi|\tilde\psi\rangle$ but not $\langle\tilde\psi|S|\tilde\psi\rangle$.

**Q:** Equation (10) uses a converged solution. What if the self-consistency is only approximate?

**A:** Then $Hc_n-e_nSc_n=d_n$ is not zero, and (10) misses $\sum_nf_n\,2\,\mathrm{Re}(\dot c_n^\dagger d_n)$. This is linear in the residual, whereas the energy error at a constrained minimum is quadratic in the orbital error. Stress therefore needs tighter convergence than energy. Equation (10) also keeps the $f_n$ fixed, which is the case treated here.

**Q:** Now the other weight. Is $D_{ij}$ simply the derivative of the one-centre energy?

**A:** No. It is the derivative of the whole energy with respect to $\rho_{ij}$ at fixed $\tilde n$, and $\rho_{ij}$ occurs twice in (1): in $\Delta E^a$, and in the compensation charge $Q^a$ inside $E_H$. Let $v_H$ be the electrostatic potential of $\tilde\rho$. A change $dQ^a$ adds the charge $dQ^a\,g$, so $\partial E_H/\partial Q^a=\int v_H(\mathbf r)g(\mathbf r-\mathbf R_a)d^3r$, and by (3) $\partial Q^a/\partial\rho^a_{ij}=q_{ij}$. Hence

$$D^a_{ij}=\frac{\partial\Delta E^a}{\partial\rho^a_{ij}}+q_{ij}\int v_H(\mathbf r)\,g(\mathbf r-\mathbf R_a)\,d^3r.\tag{12}$$

The same matrix stands in the Hamiltonian. From (2), a variation of $\tilde\psi_n^*$ changes $\rho_{ij}$ by $f_n\langle\delta\tilde\psi_n|p_i\rangle P_{nj}$, while the change of $\tilde n$ multiplies $v_H+v_x$, with $v_x$ the exchange potential. Therefore

$$H=-\tfrac12\nabla^2+v_H+v_x+\sum_a\sum_{ij}|p_i^a\rangle D^a_{ij}\langle p_j^a|.\tag{13}$$

**Q:** Then how does $D_{ij}$ enter the stress?

**A:** By the same product rule as in (11), since $D_{ij}$ is Hermitian:

$$\sum_{ij}D^a_{ij}\frac{\partial\rho^a_{ij}}{\partial\varepsilon_{\alpha\beta}}=\sum_nf_n\sum_{ij}D^a_{ij}\,2\,\mathrm{Re}\!\left[P^{a*}_{ni}\frac{\partial P^a_{nj}}{\partial\varepsilon_{\alpha\beta}}\right].$$

Together with (10) and (11), all effects of strained projections collect into

$$\Pi_{\alpha\beta}=\sum_nf_n\sum_a\sum_{ij}\left(D^a_{ij}-e_nq_{ij}\right)2\,\mathrm{Re}\!\left[P^{a*}_{ni}\frac{\partial P^a_{nj}}{\partial\varepsilon_{\alpha\beta}}\right].\tag{14}$$

**Q:** In a periodic crystal the zero of the potential is arbitrary, and both $D_{ij}$ and $e_n$ depend on it. Does the weight?

**A:** Add a constant $C$ to $v_H$. Since $\int g=1$, (12) gives $D_{ij}\to D_{ij}+Cq_{ij}$. The Hamiltonian (13) then gains $C\left(1+\sum|p_i\rangle q_{ij}\langle p_j|\right)=CS$, so $e_n\to e_n+C$ with unchanged orbitals. In $D_{ij}-e_nq_{ij}$ the two shifts cancel. Neither part of the weight has this invariance alone, which is a reason to keep them together.

## Second half: the complete stress and a molecule in a cell

**Q:** Which results are carried over, and what is still missing?

**A:** The smooth orbitals have coefficients $c_{n\mathbf G}$ at wavevectors $\mathbf q=\mathbf k+\mathbf G$, occupations $f_n$ and levels $e_n$. Their projections are $P^a_{ni}$, with density matrix $\rho^a_{ij}=\sum_nf_nP^{a*}_{ni}P^a_{nj}$. The overlap correction is $q_{ij}$, and $D^a_{ij}$ is the full derivative of the energy with respect to $\rho^a_{ij}$. The smooth charge is $\tilde\rho=\tilde n+\sum_aQ^ag$, with $g$ a rigid shape and $Q^a=\sum\rho^a_{ij}q_{ij}-Z$. Strain obeys $\partial\Omega/\partial\varepsilon_{\alpha\beta}=\Omega\delta_{\alpha\beta}$ and $\partial F(\mathbf q)/\partial\varepsilon_{\alpha\beta}=-q_\alpha\,\partial F/\partial q_\beta$. Strained projections contribute $\Pi_{\alpha\beta}$ of (14). Missing are the terms in which the cell acts on the smooth energy at fixed $c$ and fixed $\rho^a_{ij}$.

**Q:** Start with the kinetic energy and the density.

**A:** The kinetic energy is $\tfrac12\sum_nf_n\sum_{\mathbf G}|c_{n\mathbf G}|^2q^2$. From the strain rule, $\partial q^2/\partial\varepsilon_{\alpha\beta}=-2q_\alpha q_\beta$, so

$$K_{\alpha\beta}=-\sum_nf_n\sum_{\mathbf G}|c_{n\mathbf G}|^2q_\alpha q_\beta.\tag{15}$$

For the density, multiply $\tilde n$ by $e^{-i\mathbf G\cdot\mathbf r}$ and integrate over the cell. The normalisation $1/\Omega$ cancels the volume from the integral:

$$N_{\mathbf G}=\int_\Omega\tilde n\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\sum_nf_n\sum_{\mathbf G'}c^*_{n\mathbf G'}c_{n,\mathbf G'+\mathbf G}.$$

This is independent of strain. At fixed fractional position, $\Omega\tilde n$ is fixed too.

**Q:** And exchange?

**A:** Let $e_x(\tilde n)$ be the exchange energy per volume and $N=\Omega\tilde n$. In fractional coordinates $\mathbf u$, $E_x=\Omega\int e_x(N/\Omega)\,d^3u$. Its derivative with respect to $\Omega$ is $\int e_x\,d^3u-\int v_x\tilde n\,d^3u$, with $v_x=de_x/d\tilde n$. Multiplying by $\Omega\delta_{\alpha\beta}$ gives

$$X_{\alpha\beta}=\delta_{\alpha\beta}\left(E_x-\int_\Omega v_x\tilde n\,d^3r\right).\tag{16}$$

For local exchange $e_x\propto\tilde n^{4/3}$, so $v_x\tilde n=\tfrac43e_x$ and $X_{\alpha\beta}=-\tfrac13E_x\delta_{\alpha\beta}$.

**Q:** The Hartree energy contains rigid and stretching charges together. How are they separated?

This part has derived the contribution $\Pi_{\alpha\beta}$ of the strained projections, and the kinetic and exchange terms $K_{\alpha\beta}$ and $X_{\alpha\beta}$. The Hartree terms remain, followed by the complete stress and its numerical test on H$_2$ in a periodic cell.
